# Leading curvature correction to space-charge-limited ion current in a cylindrical sheath

A long conducting cylinder of radius $a$ collects positive ions across a sheath whose outer or inner edge is a coaxial cylinder of radius $r_s$. If $r_s>a$, the ions converge on a rod standing in plasma. If $r_s<a$, they diverge towards the wall of a tube filled with plasma. The gap is $d=|r_s-a|$, the potential drop across it is $V$, and

$$\delta=\frac{r_s-a}{a}$$

is positive for convergent and negative for divergent flow. The problem is to find how the ion current differs from the planar law when $|\delta|$ is small.

The model is a steady, purely radial flow of cold, singly charged ions of mass $M$, without collisions and without electrons in the sheath. Ions start at $r_s$ with zero speed, and the electric field there is zero. The algebra is in atomic units, so $e=m_e=4\pi\varepsilon_0=1$. The current per unit length, $I$, is counted positive.

**(a) Find the equation for the potential, and the planar law with which the current will be compared.**

Let $\phi(r)\ge 0$ be the drop in potential from the sheath edge to radius $r$. Energy conservation gives the speed $v=\sqrt{2\phi/M}$, and continuity gives the charge density $\rho=I/(2\pi r v)$. The potential itself obeys $\nabla^2\Phi=-4\pi\rho$. Since $\phi=\Phi(r_s)-\Phi(r)$, the sign reverses:

$$\frac1r\frac{d}{dr}\left(r\frac{d\phi}{dr}\right)=4\pi\,\frac{I}{2\pi r v}=\frac{2I}{r}\sqrt{\frac{M}{2\phi}} .$$

Multiplication by $r$ leaves

$$(r\phi')'=K\phi^{-1/2},\qquad K=I\sqrt{2M}. \tag{1}$$

In a planar gap with current density $J$ and distance $x$ from the edge, the equation is $\phi''=4\pi J\sqrt{M/2}\,\phi^{-1/2}$. Multiply by $\phi'$ and integrate with $\phi=\phi'=0$ at $x=0$:

$$\tfrac12\phi'^2=8\pi J\sqrt{M/2}\,\phi^{1/2}.$$

Take the root, separate the variables and integrate again. This gives $\tfrac43\phi^{3/4}=(16\pi J\sqrt{M/2})^{1/2}x$, or $\phi^{3/2}=9\pi J\sqrt{M/2}\,x^2$. Setting $\phi=V$ at $x=d$ yields the Child law,

$$J_{CL}(V,d)=\frac{1}{9\pi}\sqrt{\frac2M}\,\frac{V^{3/2}}{d^2}. \tag{2}$$

**(b) Put $\gamma=\ln(r/r_s)$ and $\phi^{3/2}=\tfrac94Kr\beta^2$. Find the equation for $\beta(\gamma)$ and express the current through $\beta$.**

Because $r\,d/dr=d/d\gamma$, equation (1) becomes $\phi_{\gamma\gamma}=Kr\phi^{-1/2}$. The substitution reads

$$\phi=C e^{2\gamma/3}\beta^{4/3},\qquad C^{3/2}=\tfrac94Kr_s .$$

Here $\beta^{4/3}$ means $(\beta^2)^{2/3}$, so the sign of $\beta$ does not matter and the derivatives may be taken with $\beta>0$. From here a prime on $\beta$ means $d/d\gamma$. Then

$$\phi_\gamma=Ce^{2\gamma/3}\left(\tfrac23\beta^{4/3}+\tfrac43\beta^{1/3}\beta'\right),$$

$$\phi_{\gamma\gamma}=Ce^{2\gamma/3}\left(\tfrac49\beta^{4/3}+\tfrac{16}{9}\beta^{1/3}\beta'+\tfrac49\beta^{-2/3}\beta'^2+\tfrac43\beta^{1/3}\beta''\right).$$

Multiply by $\phi^{1/2}=C^{1/2}e^{\gamma/3}\beta^{2/3}$. The left side becomes $\tfrac49C^{3/2}e^{\gamma}(\beta^2+4\beta\beta'+\beta'^2+3\beta\beta'')$. Its prefactor is $Kr_se^\gamma=Kr$, which is also the right side. Hence

$$3\beta\beta''+\beta'^2+4\beta\beta'+\beta^2=1, \tag{3}$$

the Langmuir-Blodgett equation. At the electrode $\phi=V$ and $r=a$, so $K=\tfrac49V^{3/2}/(a\beta^2)$. Division by $\sqrt{2M}$ gives

$$I=\frac29\sqrt{\frac2M}\,\frac{V^{3/2}}{a\beta^2},\qquad \frac{I}{2\pi aJ_{CL}}=\frac{d^2}{a^2\beta^2}=\frac{\delta^2}{\beta^2}. \tag{4}$$

**(c) Which solution of (3) belongs to zero field at the edge? Find its first three terms.**

At the edge $\phi=0$, so $\beta(0)=0$. This point is singular, because the coefficient of $\beta''$ vanishes there, and the field condition must choose among the solutions. Close to the edge the gap is locally planar. With zero field, $\phi\propto|\gamma|^{4/3}$, and $\phi^{3/2}\propto\beta^2$ makes $\beta$ linear in $\gamma$. With a finite field, $\phi\propto|\gamma|$ and $\beta\propto|\gamma|^{3/4}$. The linear solution is the one required. Equation (3) at $\gamma=0$ then gives $\beta'^2=1$, and we choose $\beta'=1$.

Write $\beta=\gamma+b\gamma^2+c\gamma^3+\dots$. Through order $\gamma^2$,

$$\begin{aligned}
3\beta\beta''&=6b\gamma+(18c+6b^2)\gamma^2,\\
\beta'^2&=1+4b\gamma+(4b^2+6c)\gamma^2,\\
4\beta\beta'&=4\gamma+12b\gamma^2,\\
\beta^2&=\gamma^2 .
\end{aligned}$$

Order $\gamma$ requires $10b+4=0$, so $b=-\tfrac25$. Order $\gamma^2$ requires $24c+10b^2+12b+1=0$, so $24c=-\tfrac85+\tfrac{24}5-1=\tfrac{11}5$. Therefore

$$\beta=\gamma-\tfrac25\gamma^2+\tfrac{11}{120}\gamma^3+\dots \tag{5}$$

A new coefficient $c_n$ first enters at order $\gamma^{n-1}$, multiplied by $3n(n-1)+2n=n(3n-1)$. This is never zero for $n\ge2$, so the power series is unique.

The field condition also has a physical meaning. In a planar gap with an accelerating edge field $E_s$, the first integral is $\phi'^2=E_s^2+16\pi J\sqrt{M/2}\,\phi^{1/2}$, and $d=\int_0^V d\phi/\phi'$. At fixed $V$ and $d$, a larger $E_s$ must be offset by a smaller $J$. The same was tested for one cylindrical case, $\delta=0.2$, with $r_sE_s=2It_f$ and $t_f=0.2\,(Mr_s^2/2I)^{1/3}$. The ratio $I/(2\pi aJ_{CL})$ was 0.950, against 1.039 for zero edge field.

**(d) Find the current ratio through second order in $\delta$. To which area does the planar law apply at first order?**

At the electrode $\gamma=\ln(a/r_s)=-\ln(1+\delta)$. Through third order,

$$\gamma=-\delta+\tfrac12\delta^2-\tfrac13\delta^3,\qquad \gamma^2=\delta^2-\delta^3,\qquad \gamma^3=-\delta^3 .$$

Insert these in (5). The coefficient of $\delta^2$ is $\tfrac12-\tfrac25=\tfrac1{10}$. That of $\delta^3$ is $-\tfrac13+\tfrac25-\tfrac{11}{120}=-\tfrac1{40}$. So

$$\beta=-\delta\left(1-\tfrac{1}{10}\delta+\tfrac1{40}\delta^2+\dots\right).$$

Squaring gives $\beta^2/\delta^2=1-\tfrac15\delta+(\tfrac1{100}+\tfrac1{20})\delta^2=1-\tfrac15\delta+\tfrac3{50}\delta^2$. In the reciprocal, the second-order coefficient is $(\tfrac15)^2-\tfrac3{50}=-\tfrac1{50}$. From (4),

$$\boxed{\;I=2\pi a\,J_{CL}(V,d)\left[1+\frac{\delta}{5}-\frac{\delta^2}{50}+O(\delta^3)\right]\;} \tag{6}$$

The leading correction is $\delta/5$. Since $a(1+\delta/5)=a+(r_s-a)/5$, the planar law holds to first order if the area is taken on a cylinder one fifth of the way from the electrode to the sheath edge. This is true for both flow directions.

The size and even the sign of the correction depend on where the current density is taken. At the electrode its coefficient is $+\tfrac15$. At the sheath edge, division by $r_s/a=1+\delta$ changes it to $\tfrac15-1=-\tfrac45$. At mid-gap, division by $1+\delta/2$ gives $-\tfrac3{10}$. All three compare with a planar gap of the same $V$ and $d$.

The ratio was also computed from ion trajectories, which do not use $\beta$:

| $\delta$ | trajectories | first order | second order |
|---:|---:|---:|---:|
| −0.5 | 0.8952 | 0.9000 | 0.8950 |
| 0.2 | 1.0392 | 1.0400 | 1.0392 |
| 1.0 | 1.1829 | 1.2000 | 1.1800 |
| 3.0 | 1.4851 | 1.6000 | 1.4200 |

The first-order formula is 1.4% too high at $\delta=1$ and 7.7% too high at $\delta=3$, relative to the trajectory value. At $\delta=3$ the second-order formula is 4.4% too low. Within this model, a thin wire with a wide sheath therefore needs the full function $\beta$. Around a real wire that is very thin compared with its sheath, ions with some tangential energy can also miss the metal, which a purely radial model cannot describe.

**(e) Obtain the first-order coefficient again from the motion of one ion, and say where it comes from.**

Consider inward flow and an ion that leaves the edge at $t=0$. In steady flow without overtaking, the charge per unit length between this ion and the edge at time $t$ is $It$. The edge field is zero, so Gauss's law for that annulus gives $2\pi rE=4\pi It$, with $E$ directed inwards. With $x=r_s-r$,

$$M\ddot x=\frac{2It}{r_s-x}\quad\Longrightarrow\quad \ddot x\simeq kt\left(1+\frac{x}{r_s}\right),\qquad k=\frac{2I}{Mr_s}.$$

The planar part is $x_0=kt^3/6$, with speed $v_0=kt^2/2$. Let $\tau=x_0/r_s=kt^3/(6r_s)$. The correction obeys $\ddot x_1=ktx_0/r_s=k^2t^4/(6r_s)$, and two integrations from rest give

$$v_1=\frac{k^2t^5}{30r_s}=\frac{2\tau}{5}v_0,\qquad x_1=\frac{k^2t^6}{180r_s}=\frac{\tau}{5}x_0 .$$

At arrival $V=Mv^2/2$, so (2) becomes $J_{CL}=Mv^3/(18\pi d^2)$. The current density at the edge is $J_s=I/(2\pi r_s)$, hence

$$\frac{J_s}{J_{CL}}=\frac{9Id^2}{Mr_sv^3}=\frac{9k}{2}\frac{d^2}{v^3}=\frac{(1+\tau/5)^2}{(1+2\tau/5)^3}\simeq1-\frac{4\tau}{5}.$$

The planar factors cancel: $\tfrac92k\,(k^2t^6/36)/(k^3t^6/8)=1$. To first order $\tau=d/r_s=\delta$, which reproduces the coefficient $-\tfrac45$ at the edge. For outward flow the denominator is $r_s+x$. The corrections change sign, and so does $\delta$, so the same formula holds.

Two effects compete in convergent flow. The charge behind an ion acts through a shrinking area, which strengthens the field. A given current then needs more voltage, and at fixed voltage the edge current density falls by $4\delta/5$. The same current also lands on a smaller area, which raises the density at the electrode by $\delta$. The difference is $\delta/5$.

**(f) A plasma fixes the flux at the sheath edge, not the gap. Find the thickness and the current of a convergent sheath in this case.**

Let $T_e$ be the electron temperature in energy units and $n_s$ the density at the edge. The flux is taken from the Bohm criterion, $J_B=n_s\sqrt{T_e/M}$. The finite entry speed is used here for the flux but still neglected in the space charge, an inconsistency whose size is found in part (g).

The planar thickness $d_0$ follows from $J_{CL}(V,d_0)=J_B$. With the Debye length $\lambda_D=\sqrt{T_e/(4\pi n_s)}$, the flux is $J_B=\sqrt{T_e/M}\;T_e/(4\pi\lambda_D^2)$, so that

$$d_0^2=\frac{4\sqrt2}{9}\lambda_D^2\left(\frac{V}{T_e}\right)^{3/2},\qquad d_0=\frac{\sqrt2}{3}\lambda_D\left(\frac{2V}{T_e}\right)^{3/4}. \tag{7}$$

Put $q=d_0/a$. Since $J_{CL}\propto d^{-2}$ at fixed $V$, we have $J_{CL}(V,d)=J_Bq^2/\delta^2$. The current density at the edge must equal $J_B$. Equation (6), divided by $1+\delta$, then gives

$$\delta^2=q^2\,\frac{1+\delta/5-\delta^2/50}{1+\delta}=q^2\left(1-\tfrac45\delta+\tfrac{39}{50}\delta^2+\dots\right).$$

The square root is $\delta=q(1-\tfrac25\delta+\tfrac{31}{100}\delta^2)$, because $\tfrac{39}{100}-\tfrac18(\tfrac45)^2=\tfrac{31}{100}$. Insert $\delta=q-\tfrac25q^2$ on the right. The coefficient of $q^2$ in the bracket becomes $\tfrac4{25}+\tfrac{31}{100}=\tfrac{47}{100}$, and

$$d=d_0\left(1-\tfrac25q+\tfrac{47}{100}q^2+\dots\right), \tag{8}$$

$$I=2\pi r_sJ_B=2\pi aJ_B\left(1+q-\tfrac25q^2+\dots\right). \tag{9}$$

At fixed edge flux the sheath around a rod is thinner than the planar one. The current still rises, because the collecting surface is the sheath edge.

**(g) Apply the result to a shaft of radius 50 mm biased 5 kV below an argon plasma with $n_s=5\times10^{10}$ cm$^{-3}$ and $T_e=3$ eV. Compare the curvature correction with what the model omits.**

The Bohm speed is 2.692 km/s and $J_B=2.156$ mA/cm². With $\lambda_D=0.0576$ mm, equation (7) gives

$$d_0=0.4714\times0.0576\ \text{mm}\times(10000/3)^{3/4}=11.9\ \text{mm},\qquad q=0.238 .$$

The full cylindrical solution has $d=11.01$ mm and $\delta=0.220$, so curvature thins the sheath by 7.5%. Equation (8) gives 10.77 mm at first order and 11.09 mm at second order, which are 2.1% low and 0.7% high.

The current is $I=2\pi\times6.101\ \text{cm}\times2.156\ \text{mA/cm}^2=82.7$ mA per cm of length (8.27 A/m). Using the shaft's own area, $2\pi aJ_B$, would give 67.7 mA/cm. The current density on the metal is $2.156\times1.220=2.63$ mA/cm². The planar law at the same gap gives 2.522 mA/cm², and the factor $1+\delta/5=1.044$ brings it to 2.63 mA/cm².

Of the omitted effects computed here, the largest lies at the sheath edge. Ions enter with the Bohm speed, and electrons of density $n_se^{-\phi/T_e}$ are present. With $J_B$, $V$ and $a$ held fixed, the changes of thickness relative to 11.01 mm are:

- entry speed alone, zero edge field: +2.5%
- entry speed and electrons, zero edge field: +11.5%
- entry speed and electrons, edge field $T_e/\lambda_D$: +3.6%

With zero edge field the thickness is about 12.3 mm, more than the planar $d_0$. The omitted electrons then outweigh the curvature change of the thickness. The reason is visible in the planar charge density, which for $y=\phi/T_e\ll1$ is $n_s[(1+2y)^{-1/2}-e^{-y}]\simeq n_sy^2$. With zero edge field this density alone would never start the potential, because $y=0$ remains a solution of the planar equation. In the cylinder the ion density also grows as $r_s/r$ by convergence, which adds about $n_sx/r_s$ at a distance $x$ from the edge. Since $r_s$ is about 1000 Debye lengths, this start is weak, and the potential needs many Debye lengths to develop. At 1 kV and zero edge field the relative increase is 32%, although $V/T_e$ is still 333. A large $V/T_e$ is therefore not enough by itself to make the cold thickness accurate; the edge field matters too.

The current is less sensitive, since it depends on $1+\delta$. A thickness larger by 11.5% raises $\delta$ from 0.220 to 0.246 and the current by 2%.

These parameters are rough typical values for plasma immersion ion implantation, with a density towards the upper end. Real treatments apply the voltage in pulses, which breaks the steady-state assumption. In the cold model the transit time is 0.22 µs, but the edge moves on the scale $d/u_B\approx4$ µs, with $u_B$ the Bohm speed, so the result applies to the late part of pulses much longer than this. The heat load of 13 W/cm² during the bias is a reason for a low duty cycle. The edge density is an input here, whereas in a reactor the presheath around the shaft sets it. By (9) with $q\propto J_B^{-1/2}$, an error of 10% in $n_s$ moves the current by about 9%. End effects of a finite shaft are not included.

Further omissions are:

- At 0.5 mTorr and 300 K, a rough charge-exchange cross section of 40 Å² gives a free path of 155 mm. About 7% of the ions collide in the sheath; the resulting change of current was not computed.
- One secondary electron per ion, a rough value, raises the ion current by 0.14% in a planar estimate at fixed $V$ and $d$. The supply current, however, is then twice the ion current.
- Ions with 0.05 eV of tangential energy at the edge have $0.05\,(r_s/a)^2$ eV at the metal, by conservation of angular momentum. This is $1.5\times10^{-5}$ of the 5 keV drop, so radial motion is a good assumption.
- The surface field is 0.0066 MV/cm, far below the tens of MV/cm needed for field emission from a smooth metal.

The remaining computed values are in the numerical output.

## Table of computed values

```
beta series coefficients, orders 2-4: -2/5 11/120 -47/3300
Current-ratio series coefficients, orders 1-3: 1/5 -1/50 3/1375
Trajectory slope and curvature: 0.20001 -0.01999
delta | I/(2 pi a J_CL) | first order | second order
 -0.5 | 0.89520 | 0.90000 | 0.89500
 -0.2 | 0.95919 | 0.96000 | 0.95920
  0.1 | 1.01980 | 1.02000 | 1.01980
  0.2 | 1.03922 | 1.04000 | 1.03920
  0.5 | 1.09536 | 1.10000 | 1.09500
  1.0 | 1.18294 | 1.20000 | 1.18000
  3.0 | 1.48513 | 1.60000 | 1.42000
Ratio at delta=0.2, zero edge field: 1.0392
Ratio at delta=0.2, finite edge field: 0.9495
Thickness coefficients: -0.4003 0.4702
--- Example: argon, inputs ---
Shaft radius: 50 mm; voltage drop: 5 kV
Electron temperature: 3 eV
Edge density: 5.0e+10 cm^-3
Pressure: 0.5 mTorr; gas temperature: 300 K
--- Example: results ---
Bohm speed: 2.692 km/s
Bohm current density: 2.156 mA/cm^2
Edge Debye length: 0.0576 mm
Planar thickness d0: 11.908 mm; q = 0.2382
Cylindrical thickness d: 11.010 mm; delta = 0.2202
d, first order in q: 10.774 mm
d, second order in q: 11.091 mm
Planar law at gap d: 2.5224 mA/cm^2
Wall current density: 2.6311 mA/cm^2
Planar law times (1+delta/5): 2.6335 mA/cm^2
Ion current per length: 82.66 mA/cm
Same, 2 pi a J_B only: 67.74 mA/cm
Same, second order in q: 82.34 mA/cm
Impact energy from SI trajectory: 5000.00 eV
--- Neglected effects ---
Curvature change of thickness, d/d0-1: -7.5 %
Thickness change, entry energy only: 2.5 %
Same with electrons, zero edge field: 11.5 %
Same with electrons, edge field Te/Debye: 3.6 %
With electrons, zero edge field, at 1 kV: 32.2 %
Rough charge-exchange cross section: 40 A^2
Ion free path: 155 mm; d/path: 0.071
Ion current change, secondary yield 1: 0.14 %
Tangential energy/eV at wall (ions 0.05 eV): 1.5e-05
Ion transit time: 0.221 us
Sheath settling scale d/u_B: 4.09 us
Surface field: 0.00657 MV/cm
Ion heat load during bias: 13.2 W/cm^2
```
